# How Strengthened Edge Bonds Open a Gap in Armchair Graphene Ribbons

## First derivation: two zero modes split by the edge bonds

An armchair graphene ribbon with \(N=3p+2\) dimer lines, where \(p\) is a positive integer, has no gap when all nearest-neighbour hoppings are equal. If the outermost bond parallel to the ribbon axis is strengthened by a fraction \(\delta\) at each edge, a gap opens. To first order in \(\delta\) it is

\[
E_g=\frac{6t|\delta|}{N+1}
=\frac{3\sqrt3\,t|\delta|d}{W+\sqrt3\,d}.
\]

Here \(t>0\) is the magnitude of the hopping, \(d\) is the bond length, and \(W\) is the distance between the outermost rows of atoms. The gap is inversely proportional to \(W+\sqrt3d\), and therefore approximately inversely proportional to \(W\) once \(W\gg\sqrt3d\).

The edge bonds are themselves nearest-neighbour bonds. The statement that nearest-neighbour hopping predicts a metal thus refers to a model in which every such hopping has the same value. In the model used here, the gap opens because the edge axial bonds differ from all the other bonds, which stay equal.

### The ribbon as a transverse chain

The model has one orthogonal \(p_z\) orbital per atom, independent electrons, perfect edges and no strain. The energy of an isolated orbital is set to zero. The hopping matrix element is \(-t\), so a bonding combination of two neighbours has negative energy.

Let \(x\) run along the ribbon. Dimer line \(j\), with \(j=1,\ldots,N\), contains one atom \(A_j\) and one atom \(B_j\) in each period \(3d\). The bond from \(A_j\) to \(B_j\) is parallel to the axis and will be called axial. Adjacent lines are \(\sqrt3d/2\) apart and are displaced along \(x\) by \(3d/2\). From \(A_j\), the neighbour \(B_j\) lies at \(\Delta x=d\), and the neighbours \(B_{j-1}\) and \(B_{j+1}\) lie at \(\Delta x=-d/2\).

Give each orbital a Bloch phase \(e^{ikx}\) evaluated at its own position, and let \(A_j\) and \(B_j\) also denote the remaining amplitudes. The Schrödinger equation on the \(A\) atoms is

\[
EA_j=-t\left[e^{ikd}B_j+e^{-ikd/2}(B_{j-1}+B_{j+1})\right].
\]

Define \(b_j=e^{-ikd/2}B_j\) and \(q=3kd/2\). Since \(e^{ikd}B_j=e^{3ikd/2}b_j\), this becomes

\[
EA_j=-t\left(e^{iq}b_j+b_{j-1}+b_{j+1}\right).
\]

The equation on the \(B\) atoms has the opposite Bloch phases. Multiplying it by \(e^{-ikd/2}\) gives

\[
Eb_j=-t\left(e^{-iq}A_j+A_{j-1}+A_{j+1}\right).
\]

Atoms outside the ribbon are absent, which is expressed by setting the amplitudes at \(j=0\) and \(j=N+1\) to zero. Let \(T\) be the \(N\times N\) matrix with ones between adjacent lines and zeros elsewhere, and let \(I\) be the unit matrix. Then

\[
EA=-t(T+e^{iq}I)b,\qquad
Eb=-t(T+e^{-iq}I)A.
\]

The whole width dependence now sits in the finite chain described by \(T\).

### Which ribbons have no gap

The functions \(\sin(j\theta)\) vanish at \(j=0\). They vanish at \(j=N+1\) if

\[
\theta_r=\frac{r\pi}{N+1},\qquad r=1,\ldots,N.
\]

The identity

\[
\sin[(j-1)\theta]+\sin[(j+1)\theta]=2\cos\theta\,\sin(j\theta)
\]

shows that they are eigenvectors of \(T\) with eigenvalues \(2\cos\theta_r\). Their normalization follows from

\[
\sum_{j=1}^{N}\sin^2(j\theta_r)
=\frac N2-\frac12\sum_{j=1}^{N}\cos(2j\theta_r).
\]

The cosine sum from \(j=0\) to \(N\) is the real part of a sum over equally spaced points on the unit circle, and it vanishes. Removing the term \(j=0\), which equals one, leaves \(-1\). The sum of squares is therefore \((N+1)/2\), and the normalized functions are

\[
\phi_j^{(r)}=\sqrt{\frac{2}{N+1}}\sin(j\theta_r).
\]

For one such transverse function, both \(A\) and \(b\) are proportional to \(\phi^{(r)}\). With \(f_r=2\cos\theta_r+e^{iq}\), the two equations read \(EA=-tf_rb\) and \(Eb=-tf_r^*A\). Eliminating \(b\) gives \(E^2=t^2|f_r|^2\), so

\[
E=\pm t\left|2\cos\theta_r+e^{iq}\right|.
\]

The Brillouin zone of a lattice with period \(3d\) is \(|k|\le\pi/(3d)\), which means \(|q|\le\pi/2\). A zero of energy needs \(e^{iq}=-2\cos\theta_r\). The right side is real, and within this range \(e^{iq}\) is real only at \(q=0\). Hence \(\cos\theta_r=-1/2\), so \(\theta_r=2\pi/3\) and

\[
r=\frac{2(N+1)}3.
\]

This is an integer precisely when \(N+1\) is divisible by three, or \(N=3p+2\). The other two families have a gap already with equal bonds, because no allowed \(\theta_r\) meets the zero.

In the gapless family the critical subband has \(2\cos\theta_r=-1\). Its energy near \(k=0\) follows from

\[
|e^{iq}-1|=2|\sin(q/2)|\simeq |q|,
\]

which gives

\[
E\simeq\pm\hbar v|k|,\qquad \hbar v=\frac{3td}{2}.
\]

### Why the perturbation must be treated as degenerate

At \(k=0\) there are two states of zero energy. One has amplitudes \(\phi_j\) on the \(A\) atoms and nothing on \(B\); the other has the same \(\phi_j\) on \(B\) and nothing on \(A\). Here \(\phi\) without a superscript is the function with \(\theta=2\pi/3\).

The absence of energy is a cancellation, not an absence of bonding. Between the two zero modes, the axial bonds contribute \(-t\sum_j\phi_j^2=-t\). The oblique bonds contribute \(-t\langle\phi|T|\phi\rangle=+t\), because \(T\phi=-\phi\). Strengthening the axial bonds at the two edges upsets this balance. The position of the altered bonds matters: \(\phi_j\) vanishes on every third line, and a change of the axial bonds on those lines alone would leave the zero modes intact.

Now replace the axial hopping on lines \(1\) and \(N\) by \(-t(1+\delta)\). Let \(P_j\) be the projector onto line \(j\). The change in the block that connects \(b\) to \(A\) is

\[
V_{AB}=-t\delta e^{iq}(P_1+P_N).
\]

It has no elements within either sublattice. The expectation value of the perturbation in either zero mode is therefore zero, and non-degenerate first-order theory applied to these two states would miss the splitting. Degenerate theory requires the \(2\times2\) matrix of the perturbation between them. At \(k=0\) its off-diagonal element is

\[
g=-t\delta(\phi_1^2+\phi_N^2).
\]

At the first edge, \(\sin^2(2\pi/3)=3/4\), and so

\[
\phi_1^2=\frac{2}{N+1}\,\frac34=\frac{3}{2(N+1)}.
\]

At the other edge, \(N+1=3(p+1)\) gives

\[
\sin\frac{2\pi N}{3}
=\sin\left[2\pi(p+1)-\frac{2\pi}{3}\right]
=-\sin\frac{2\pi}{3}.
\]

The amplitude has the opposite sign but the same square. The two edges add:

\[
g=-\frac{3t\delta}{N+1}.
\]

The matrix to be diagonalized is

\[
\begin{pmatrix}0&g\\g&0\end{pmatrix},
\]

whose eigenvalues are \(\pm |g|\). Their separation is the result:

\[
E_g=2|g|=\frac{6t|\delta|}{N+1}.
\]

For \(\delta>0\), \(g\) is negative, and the lower state is the sum of the two zero modes. It is bonding across the strengthened edge bonds. For \(\delta<0\), the difference becomes the lower state, while the first-order gap is unchanged. The sign of \(\delta\) thus fixes the character of the band-edge states, not the existence of the gap.

The inverse dependence on \(N+1\) has a plain origin. The zero modes extend across the ribbon, so normalization gives each edge line a probability proportional to \(1/(N+1)\). The number of altered bonds does not grow with width, and their share of the state falls.

### Converting the number of lines into a width

There are \(N-1\) intervals of length \(\sqrt3d/2\) between the outer rows:

\[
W=(N-1)\frac{\sqrt3d}{2}.
\]

Solving for \(N\) and adding one gives

\[
N+1=\frac{2W}{\sqrt3d}+2
=\frac{2(W+\sqrt3d)}{\sqrt3d}.
\]

Substitution gives the width law stated at the start. The length \(W+\sqrt3d\) is the distance between the fictitious lines \(0\) and \(N+1\), where the standing waves vanish. The local exponent of the first-order law is

\[
\frac{d\ln E_g}{d\ln W}=-\frac{W}{W+\sqrt3d}.
\]

It approaches \(-1\) from above as the ribbon widens.

### The band edge and the decay inside the gap

At nonzero \(k\), keep the same transverse function and project the perturbed block onto it. With

\[
\eta=\frac{3\delta}{N+1},
\]

the projected value of \(T+e^{iq}[I+\delta(P_1+P_N)]\) is \(-1+(1+\eta)e^{iq}\). Therefore

\[
\begin{aligned}
\frac{E^2}{t^2}
&=1+(1+\eta)^2-2(1+\eta)\cos q\\
&=\eta^2+2(1+\eta)(1-\cos q).
\end{aligned}
\]

The second line uses \(1+(1+\eta)^2-2(1+\eta)=\eta^2\). Since \(1+\eta>0\) for a weak perturbation, the minimum is at \(q=0\). For small \(\eta\) and \(q\), replacing \(1+\eta\) by one in the second term and \(1-\cos q\) by \(q^2/2\) gives

\[
E^2\simeq\left(\frac{E_g}{2}\right)^2+(\hbar vk)^2.
\]

At midgap, \(E=0\), a solution needs an imaginary wave number. Its decay constant \(\kappa\) follows from setting the magnitude \(\hbar v\kappa\) equal to \(E_g/2\):

\[
\kappa\simeq\frac{E_g}{2\hbar v}.
\]

### Other perturbations with the same effect

The same matrix element shows whether edge bonds are the sole possible cause of a gap. Let third neighbours, atoms a distance \(2d\) apart, have hopping \(-t_3\). In the interior they sit on opposite corners of a hexagon. On an edge line the pair along the axis faces across an open notch, where the hexagon is incomplete, and it is included as well. From \(A_j\) they are a \(B\) atom on line \(j\) and one on each of lines \(j\pm2\). At \(k=0\) this adds the block \(-t_3(I+T_2)\), where \(T_2\) joins lines two apart.

Two steps of the chain lead to a line two away, or back to the start. There are two return paths from an interior line and one from an edge line, so

\[
T^2=T_2+2I-P_1-P_N.
\]

Using \(\langle T^2\rangle=1\) in the zero mode,

\[
\langle I+T_2\rangle
=1+\left(1-2+\frac{3}{N+1}\right)
=\frac{3}{N+1}.
\]

The same factor appears, and its origin is specific. The block can be written \(I+T_2=(T^2-I)+P_1+P_N\). The part \(T^2-I\) annihilates the zero mode, so the whole matrix element comes from the two pairs that face across the open notches. If those pairs had no hopping, third neighbours would leave the ribbon gapless. If their hopping differed from the interior value, that edge value would replace \(t_3\) below. To first order in both changes,

\[
E_g=\frac{6|t\delta+t_3|}{N+1}.
\]

A gap with this inverse-width form would not, by itself, identify edge-bond strengthening as its cause.

A different result follows if every axial bond is changed by a fraction \(s\) while the oblique bonds are held fixed. The matrix element is then \(-ts\sum_j\phi_j^2=-ts\), and the two zero modes split by \(2t|s|\), independent of width. Axial strain can create such a mismatch.

This splitting is the gap only while the critical subband stays closest to zero. At \(k=0\) the mismatch shifts every transverse value \(1+2\cos\theta_r\) by \(s\). The neighbouring subbands start at about \(\pm\sqrt3\pi/(N+1)\), so the condition is approximately \(|s|<\sqrt3\pi/[2(N+1)]\). In a wider ribbon another subband sets a smaller gap. Within the allowed range, the mismatch outweighs the edge contribution once \(|s|>3|\delta|/(N+1)\).

## Second derivation: a phase shift at each edge

The symbols carried over are the hopping magnitude \(t\), the fractional strengthening \(\delta\) of the edge axial bonds, the number of dimer lines \(N=3p+2\), the bond length \(d\) and the width \(W=(N-1)\sqrt3d/2\). The matrix \(T\) joins adjacent lines, \(I\) is the unit matrix and \(P_j\) selects line \(j\). The amplitudes on the two sublattices are \(A_j\) and \(b_j\), and \(\hbar v=3td/2\). Degenerate perturbation theory gave \(E_g=6t|\delta|/(N+1)\), with the minimum at \(k=0\).

The second derivation does not begin with perturbation theory. It solves the altered boundary condition at \(k=0\) and expands the answer in \(\delta\) at the end.

### From two sublattices to one chain

At \(k=0\), define

\[
M=T+I+\delta(P_1+P_N).
\]

The equations for the two sublattices are \(EA=-tMb\) and \(Eb=-tMA\). Adding and subtracting them gives

\[
E(A+b)=-tM(A+b),\qquad
E(A-b)=+tM(A-b).
\]

Each eigenvalue \(\lambda\) of \(M\) therefore produces the two energies \(-t\lambda\) and \(+t\lambda\). The gap at \(k=0\) is \(2t|\lambda|\) for the eigenvalue closest to zero.

On an interior line, an eigenvector \(\psi\) obeys

\[
\psi_{j-1}+\psi_j+\psi_{j+1}=\lambda\psi_j.
\]

On the first line there is no left neighbour, but the edge bond is stronger:

\[
(1+\delta)\psi_1+\psi_2=\lambda\psi_1.
\]

This takes the interior form if a fictitious amplitude is defined by \(\psi_0=\delta\psi_1\). The other edge similarly requires \(\psi_{N+1}=\delta\psi_N\). The edge bonds have become boundary conditions on a uniform chain.

### The quantization condition

A real standing wave in the chain has the form

\[
\psi_j=\sin(j\theta+\alpha),\qquad
\lambda=1+2\cos\theta.
\]

The expression for \(\lambda\) follows from the same sine identity as before, with \(j\theta\) replaced by \(j\theta+\alpha\). The left boundary condition is

\[
\sin\alpha=\delta\sin(\theta+\alpha).
\]

Expanding the right side and collecting the terms in \(\sin\alpha\),

\[
\sin\alpha\,(1-\delta\cos\theta)
=\delta\sin\theta\cos\alpha,
\]

so that

\[
\tan\alpha=\frac{\delta\sin\theta}{1-\delta\cos\theta}.
\]

For the right boundary, set \(\chi=(N+1)\theta+2\alpha\). Then \((N+1)\theta+\alpha=\chi-\alpha\) and \(N\theta+\alpha=\chi-(\theta+\alpha)\). The condition becomes

\[
\sin(\chi-\alpha)-\delta\sin[\chi-(\theta+\alpha)]=0.
\]

Expanding both sines gives

\[
\begin{aligned}
0={}&\sin\chi\,[\cos\alpha-\delta\cos(\theta+\alpha)]\\
&-\cos\chi\,[\sin\alpha-\delta\sin(\theta+\alpha)].
\end{aligned}
\]

The second bracket vanishes by the left boundary condition. If the first bracket vanished as well, the two conditions together would read \(e^{i\alpha}=\delta e^{i(\theta+\alpha)}\), which requires \(|\delta|=1\). For \(|\delta|<1\) it follows that \(\sin\chi=0\), or

\[
(N+1)\theta+2\alpha(\theta)=r\pi.
\]

This condition contains no expansion in \(\delta\). The term \(2\alpha\) is the sum of equal phase shifts at the two edges.

### The first-order result again

At \(\delta=0\) the phase vanishes, and the zero mode has \(\theta=2\pi/3\) and \(r=2(N+1)/3\). As \(\delta\) is turned on, the integer \(r\) stays fixed. Write \(\theta=2\pi/3+\varepsilon\). The quantization condition gives

\[
(N+1)\varepsilon=-2\alpha(\theta).
\]

To first order in \(\delta\), the tangent formula gives \(\alpha\simeq\delta\sin(2\pi/3)=\sqrt3\delta/2\). Hence

\[
\varepsilon\simeq-\frac{\sqrt3\delta}{N+1}.
\]

The eigenvalue near zero is

\[
\lambda=1+2\cos\left(\frac{2\pi}{3}+\varepsilon\right)
\simeq-2\sin\left(\frac{2\pi}{3}\right)\varepsilon
=-\sqrt3\,\varepsilon
=\frac{3\delta}{N+1}.
\]

The gap is \(2t|\lambda|=6t|\delta|/(N+1)\), in agreement with the first derivation.

In this picture the edge bonds shift the allowed transverse wave number away from the value at which the bands touch. The total phase to be compensated is fixed by the edges, and it is spread over \(N+1\) intervals. The shift per interval, and with it the gap, falls as \(1/(N+1)\).

### What the first-order formula leaves out

Now keep \(\delta\) finite and let the ribbon become wide. Since \(\varepsilon\) tends to zero, \(\alpha\) may be evaluated at \(\theta=2\pi/3\), where it has the value

\[
\alpha_0=\arctan\frac{\sqrt3\delta}{2+\delta}.
\]

Then \(\varepsilon\simeq-2\alpha_0/(N+1)\), and the leading wide-ribbon gap is

\[
E_g\simeq\frac{4\sqrt3\,t|\alpha_0|}{N+1}.
\]

This level is the closest to zero if \(|\alpha_0|<\pi/4\), since the adjacent integers \(r\pm1\) have \((N+1)\varepsilon\simeq\pm\pi-2\alpha_0\). Dividing by the first-order gap gives

\[
R=\frac{2\alpha_0}{\sqrt3\delta}
=1-\frac{\delta}{2}+O(\delta^2).
\]

The expansion uses \(\sqrt3\delta/(2+\delta)=(\sqrt3\delta/2)(1-\delta/2+\cdots)\); the cubic term of the arctangent enters \(R\) at order \(\delta^2\).

The relative error of first-order theory therefore tends to a constant as the ribbon widens. The phase shift explains why width does not help. In a wide ribbon \(\alpha_0\) depends on \(\delta\) alone, and so does its first-order approximation \(\sqrt3\delta/2\). Both are divided by the same \(N+1\) to give the gap, so the width cancels from their ratio.

### What each derivation assumes

Both derivations assume one orbital per atom, independent electrons, perfect edges and a hopping change confined to the two edge axial bonds. They differ in what must be small and in what can be added.

The perturbative derivation needs \(|\delta|\ll1\). It uses the unperturbed zero modes, and extends readily to nonzero \(k\), third-neighbour hopping or a mismatch of all axial bonds. It does not give its own error without a higher-order calculation.

The phase derivation needs \(|\delta|<1\) for the quantization condition used here, and gives the finite-\(\delta\) correction. It relies on the interior being a uniform nearest-neighbour chain. Third-neighbour hopping would introduce further boundary conditions. As written it applies at \(k=0\), so the location of the band edge still comes from the projected dispersion.

### A ribbon about two nanometres wide

Take \(N=17\), \(d=0.142\) nm, \(t=2.70\) eV and \(\delta=0.12\). The width is \(W=16\sqrt3(0.142)/2=1.97\) nm. First-order theory gives

\[
E_g=\frac{6(2.70)(0.12)}{18}\ \text{eV}=0.108\ \text{eV}.
\]

Diagonalizing the same edge-bond model gives \(0.103\) eV, or \(0.950\) of the first-order value. Of 61 equally spaced wave numbers from zero to the zone boundary, \(k=0\) had the smallest direct gap. The phase is \(\alpha_0=0.0977\) rad, for which the wide-ribbon ratio is \(R=0.940\). Diagonalization of the transverse chain at \(N=2000\) gives \(0.9405\), against \(0.9404\) from the formula, so the discrepancy does persist at large width.

| \(N\) | \(W\) (nm) | First order (eV) | Full model (eV) |
|---:|---:|---:|---:|
| 8 | 0.861 | 0.216 | 0.207 |
| 17 | 1.968 | 0.108 | 0.103 |
| 41 | 4.919 | 0.046 | 0.044 |

Between the first and last rows, the full gap has an effective width exponent of \(-0.893\). The offset \(\sqrt3d=0.246\) nm is not negligible for the narrowest ribbon, which is why the exponent has not reached \(-1\).

### Consequences for a channel

The quantum capacitance per length is \(C_Q=e^2\,dn/d\mu\), where \(n\) is the electron number per length and \(\mu\) the chemical potential. Differentiating the Fermi function gives a thermal weight \(1/[4k_BT\cosh^2(E/2k_BT)]\) for \(\mu\) at midgap. Two spins, two bands and both signs of \(k\) give

\[
C_Q=e^2\,\frac{8}{2\pi}\int_0^\infty
\frac{dk}{4k_BT\cosh^2(E/2k_BT)}.
\]

With \(u=\hbar vk\), this is

\[
C_Q=C_0\int_0^\infty
\frac{du}{2k_BT\cosh^2(E/2k_BT)},\qquad
C_0=\frac{2e^2}{\pi\hbar v},
\]

where \(E=\sqrt{u^2+(E_g/2)^2}\). Without a gap the integral is \([\tanh(u/2k_BT)]_0^\infty=1\). Here \(\hbar v=0.575\) eV nm and \(C_0=0.177\) aF/nm. At 300 K the full gap is \(3.97k_BT\), and the integral is \(0.478\). The midgap capacitance is then \(0.085\) aF/nm. The gap halves the thermal response but does not remove it.

The gap is also a weak tunnelling barrier. Solving the lattice equations at zero energy gives the midgap decay constant \(\kappa=0.0885\) nm\(^{-1}\); the estimate \(E_g/(2\hbar v)\) gives \(0.0892\) nm\(^{-1}\) with the full gap. Over a length of 10 nm held at midgap, the exponential factor is \(e^{-2\kappa L}=e^{-1.77}=0.17\). This factor describes how transmission falls with length when \(\kappa L\gg1\). Here \(\kappa L\) is only \(0.885\), so it is not an estimate of the transmission itself. For ideal leads made of the same ribbon with equal bonds, matching the two-band waves at both ends gives \(1/\cosh^2(\kappa L)\simeq0.50\) at midgap. Other contacts would give other values.

### Comparison with real ribbons

The values of \(d\) and \(t\) are typical of graphene models, and \(\delta=0.12\) is a rough value for hydrogen-terminated edges. A real device may break the assumption of a fixed \(N\). In this model, with \(\delta\) held fixed, removing one dimer line raises the gap to \(0.70\) eV and adding one raises it to \(0.42\) eV. The inverse-width law for the \(3p+2\) family therefore describes a device only if its line count is controlled along the channel.

Other omissions are also comparable with the result. A rough third-neighbour hopping of \(0.20\) eV contributes \(6(0.20)/18=0.067\) eV to the first-order gap. With both effects, first order gives \(0.175\) eV and diagonalization gives \(0.161\) eV. These values assume that the pairs across the edge notches have the full interior \(t_3\); with no hopping across the notches the gap stays at \(0.103\) eV. If \(\delta\) had been fitted to a gap that already included third-neighbour effects, adding \(t_3\) would count them twice. A one-percent mismatch between axial and oblique hoppings produces \(2(2.70)(0.01)=0.054\) eV on its own, and can add to or oppose the edge term according to its sign.

Electron interactions are absent. The Coulomb energy of two charges separated by \(W\), in a medium of relative permittivity \(3.9\), is \(0.188\) eV. This is a scale, not a correction to be added to the gap. Since it exceeds \(0.103\) eV, the independent-electron value should not be read as a prediction of the measured gap. The numerical output lists the remaining widths and intermediate values.

## Computed values

```
Dimer lines N: 17 (dimensionless)
Bond length d: 0.142 nm
Hopping t: 2.70 eV
Edge strengthening delta: 0.12 (dimensionless)
Edge hopping increase t*delta: 0.324 eV
Ribbon width W: 1.968 nm
Width offset sqrt(3)*d: 0.246 nm
hbar*v: 0.5751 eV nm
Zero-mode weight on edge lines: 0.1667 (dimensionless)
First-order matrix element magnitude: 0.0540 eV
First-order gap: 0.1080 eV
Full edge-bond-model gap: 0.1026 eV
Full/first-order gap: 0.9502 (dimensionless)
Next unperturbed subband energy: 0.771 eV
Edge phase alpha: 0.09773 rad
Wide-ribbon ratio, formula: 0.9404 (dimensionless)
Wide-ribbon ratio, N=2000: 0.9405 (dimensionless)
First-order width-law constant: 0.2391 eV nm
N=8: W=0.861 nm; first=0.2160 eV; full=0.2074 eV
N=11: W=1.230 nm; first=0.1620 eV; full=0.1547 eV
N=17: W=1.968 nm; first=0.1080 eV; full=0.1026 eV
N=29: W=3.443 nm; first=0.0648 eV; full=0.0613 eV
N=41: W=4.919 nm; first=0.0463 eV; full=0.0437 eV
Effective width exponent, N=8 to 41: -0.893 (dimensionless)
Temperature: 300 K
Thermal energy: 0.02585 eV
Full gap/thermal energy: 3.97 (dimensionless)
Gapless quantum capacitance: 0.1774 aF/nm
Midgap quantum capacitance, Dirac: 0.0848 aF/nm
Midgap quantum capacitance, lattice: 0.0841 aF/nm
Capacitance ratio to gapless: 0.478 (dimensionless)
Midgap decay constant: 0.0885 1/nm
Barrier length: 10.0 nm
Tunnelling attenuation: 0.170 (dimensionless)
Rough third-neighbour hopping: 0.20 eV
First-order gap from third neighbours alone: 0.0667 eV
First-order gap with both: 0.1747 eV
Full tight-binding gap with both: 0.1606 eV
Axial-bond mismatch: 1.0 percent
Gap from this mismatch alone: 0.0540 eV
Gap with one fewer dimer line: 0.7028 eV
Gap with one more dimer line: 0.4166 eV
Relative permittivity for Coulomb scale: 3.9 (dimensionless)
Coulomb energy scale at distance W: 0.188 eV
```
